Why Kinematic Step Waves Form Shocks Without a Linear Bunching Instability

**Symmetry fixes the form**

Consider straight steps on a vicinal surface, all advancing towards +x. Let ρ(x,t) be the number of steps per length, l = 1/ρ the terrace width, and v = f(l) the step velocity, which depends on nothing but the local density. If steps are neither created nor destroyed,

∂ρ/∂t + ∂q/∂x = 0, q(ρ) = ρ f(1/ρ).

Replace (x,t) by (−x,−t). Both terms change sign, so for every smooth solution ρ(x,t), ρ(−x,−t) is also a solution. A small mode exp(ikx + st) on a uniform train is thereby turned into a mode with −k and −s. The equation is first order in time, so each k has one s, and

s(−k) = −s(k).

Because ρ is real, s(−k) = s(k)*. Together these give s* = −s, hence Re s = 0. A purely local velocity law cannot amplify or damp an infinitesimal Fourier mode.

A second symmetry fixes the time scale of finite waves. Stretching x and t by the same factor also leaves the equation unchanged. At fixed mean density and relative modulation a, any time at which a wave breaks must therefore be proportional to its wavelength. Its dependence on a requires the nonlinear equation.

**A velocity law from terrace diffusion**

Let u be the adatom coverage in excess of its equilibrium value at a step, D the diffusivity, τ_e the lifetime before evaporation, and R the net supply (deposition minus equilibrium evaporation). If adatoms adjust quickly compared with step motion, a terrace of width w obeys

D u'' − u/τ_e + R = 0, u(0) = u(w) = 0.

With x_s² = Dτ_e, the solution is

u = Rτ_e {1 − cosh[(x − w/2)/x_s]/cosh(w/2x_s)}.

The flux into either edge is D|u'| = R x_s tanh(w/2x_s) ≡ g(w). Coverage is counted in monolayers, so this flux is directly a contribution to step velocity. In a uniform train each step is fed from both sides:

f(l) = 2g(l) = 2R x_s tanh(l/2x_s).

Its derivatives are

f' = R sech²(l/2x_s),
f'' = −(R/x_s) tanh(l/2x_s) sech²(l/2x_s).

Since dl/dρ = −l², the wave speed and its change with density are

c = dq/dρ = f + ρf'(−1/ρ²) = f − l f',
q'' = (−l²) d(f − l f')/dl = (−l²)(−l f'') = l³f'' < 0.

Dense regions therefore carry slower waves than sparse ones.

Two limits remove this effect. If re-evaporation is negligible, x_s ≫ l and f → Rl. Then q → R is independent of density, and there is nothing to steepen. If l ≫ x_s, each step collects from its own neighbourhood, f becomes constant, and all waves travel at that speed. In between, with y = l/2x_s,

l|f''| = 2R y tanh y sech² y.

Setting its logarithmic derivative to zero gives 1/y + 1/(sinh y cosh y) = 2 tanh y. The left side falls and the right side rises, so there is one maximum, near y = 1. For a given number of steps per wavelength, steepening is strongest when terraces are about twice as wide as the diffusion length. For a given physical wavelength the optimum shifts to about 2.7 diffusion lengths, because wider terraces also mean fewer steps per wave.

**Neutral modes, steepening slopes**

Put ρ = ρ₀ + η and keep first order in η:

∂η/∂t + c(ρ₀) ∂η/∂x = 0, s = −ik c(ρ₀).

The mode moves without growing. For a finite wave, multiply ∂ρ/∂t + c ∂ρ/∂x = 0 by q''(ρ). This gives ∂c/∂t + c ∂c/∂x = 0. Differentiate with respect to x and write S = ∂c/∂x:

∂S/∂t + c ∂S/∂x = −S².

Following a point that moves at speed c, dS/dt = −S², so

S(t) = S₀/(1 + S₀t).

Where S₀ is negative, the slope diverges at t = −1/S₀. The first divergence is at

t_b = 1/max(−∂c/∂x at t = 0).

This is growth of a slope, not of a density. Along the same path ρ is constant, so until breaking the largest and smallest densities keep their initial values.

For ρ = ρ₀(1 + a cos kx) with small a, ∂c/∂x ≈ |q''| aρ₀k sin kx. It is most negative where density rises in the direction of motion, because sparse, fast parts lie behind dense, slow ones. With N steps per wavelength, k = 2π/(Nl), and

t_b ≈ 1/(|q''| aρ₀k) = N/(2πa l|f''|).

The time varies as 1/a. A mode with a true growth rate σ would instead reach a chosen amplitude A in the time ln(A/a)/σ. As a → 0 the first time grows far faster than the second, which is how neutrality and shock formation coexist.

**Where the Fourier power goes**

Harmonics do appear, but they are paid for by the fundamental. For any smooth function G(ρ), define Q by Q' = G'q'. Multiplying the step equation by G' gives

∂G/∂t + ∂Q/∂x = 0.

On a periodic surface ∫G dx is constant before breaking. The choice G = (ρ − ρ₀)² shows, by Parseval's relation, that the total power of the modulation is fixed.

The transfer can be found explicitly for small a, when c − c₀ is proportional to ρ − ρ₀. In the frame moving at c₀, choose the origin so that c − c₀ = C sin ξ, where ξ is the initial phase. With T = Ckt = t/t_b, the later phase is

θ = ξ + T sin ξ.

The sine coefficient of harmonic n, divided by C, is

B_n = (1/π) ∫ sin ξ sin nθ dθ, over −π to π.

Integrate by parts. The boundary term vanishes because sin ξ = 0 at both ends, leaving (1/nπ)∫cos nθ d(sin ξ). Now d(sin ξ) = (dθ − dξ)/T, and ∫cos nθ dθ = 0. Thus

B_n = −(1/nπT) ∫ cos(nξ + nT sin ξ) dξ = −(2/nT) J_n(−nT),
|B_n| = 2J_n(nT)/(nT).

For small T the fundamental is 1 − T²/8 and the second harmonic is T/2. The latter has absolute amplitude aT/2, which is of order a² at fixed time: it is forced by the fundamental and does not grow by itself. At T = 0.6, following points of constant density for a = 0.005 gives relative amplitudes 0.956, 0.266 and 0.110 for the first three harmonics. They agree with the Bessel formula to the four printed decimals.

**How large: a worked surface**

Take R = 0.5 monolayer/s, x_s = 100 nm, l = 200 nm, a = 0.2 and N = 64, a wavelength of 12.8 µm. Here l/2x_s = 1, near the maximum found above. Then f = 76.2 nm/s, f' = 0.210 1/s, and

c = 76.2 − 200 × 0.210 = 34.2 nm/s.

With l|f''| = 0.320 1/s,

t_b ≈ 64/(2π × 0.2 × 0.320) = 159 s.

Without the small-a approximation the result is 148 s (2.5 min), or 74 monolayers of net supply. It has to be no longer than the estimate. The true initial value of −∂c/∂x is −q''(ρ)∂ρ/∂x, and at the point where the rising density passes ρ₀ it already has the estimated value; its maximum over the wave can only be equal or larger.

At fixed R and l, raising x_s to 1000 nm reduces l|f''| from 0.320 to 0.0099 1/s. The small-a breaking time then rises by a factor of 32, to about 5200 s; without the small-a approximation it is about 3900 s. For discrete steps the dispersion ratio introduced below is then 0.40, and the 64-step train steepens only about 1.9-fold in twice that time instead of forming a sharp front.

**What a continuum shock would do to steps**

After breaking, the usual continuum solution contains a jump. It assumes some weak damping that acts only where the density changes abruptly; perfectly symmetric steps lack it, as the next section shows. Let L and H denote its sparse rear and dense front sides, and let [X] = X_H − X_L. Equal numbers of steps must enter and leave the jump, so ρ_L(v_L − V) = ρ_H(v_H − V), and its speed is

V = [q]/[ρ].

Consider terraces of 285.7 nm behind and 153.8 nm ahead, that is, densities of 0.0035 and 0.0065 per nm. The step speeds are 89.1 and 64.7 nm/s, so

V = (0.0065 × 64.65 − 0.0035 × 89.14)/0.0030 ≈ 36.1 nm/s.

Steps on both sides move faster than the shock. They enter from behind, are compressed by a factor of 1.86, and leave in front. The waves, with speeds 59.8 and 19.9 nm/s, run into the shock from both sides and keep it sharp. The steps are not trapped in a growing bunch.

The shock also breaks the reversal symmetry. Add the changes of ∫ρ²/2 on its two sides, including the motion of the boundary between them. With Q = ρq − ∫q dρ, the contribution of the shock is

dE/dt = −V[ρ²/2] + [Q].

Let a bar denote the mean of the two end values. Then V[ρ²/2] = ρ̄[q], while [ρq] = ρ̄[q] + q̄[ρ]. Therefore

dE/dt = −{∫q dρ − q̄[ρ]}, integrated from ρ_L to ρ_H.

The bracket is positive because q is concave and lies above its chord. For this jump it is 2.95 × 10⁻⁵ 1/(nm s). A finite-volume calculation with 2000 cells over 20 µm gave a loss 0.3% larger and the same shock speed to the printed digits. In this damped continuum solution, a shock lowers the mean-square density modulation. The result does not carry over to an undamped train of discrete steps.

**What discrete steps change**

Let w_n = x_(n+1) − x_n be the terrace in front of step n. In general

dx_n/dt = f₊(w_n) + f₋(w_(n−1)).

A displacement proportional to exp(inφ + st) changes the front terrace by the factor exp(iφ) − 1 and the rear one by 1 − exp(−iφ). Hence

Re s = −(f₊' − f₋')(1 − cos φ),
Im s = (f₊' + f₋') sin φ.

Neutrality therefore needs equal response to both terraces. This is information that a density alone does not contain.

An edge barrier for descending adatoms breaks the balance. Replace the condition at the far edge by d u'(w) = −u(w), where d is a length measuring the barrier, and put r = d/x_s, Y = w/x_s. Writing u = Rτ_e[1 − cosh(x/x_s) + β sinh(x/x_s)], the far condition gives

β = (r sinh Y + cosh Y − 1)/(r cosh Y + sinh Y).

The two edge fluxes are f₊ = R x_s β and f₋ = R x_s(sinh Y − β cosh Y). Subtract them and use cosh²Y − 1 = sinh²Y:

f₊ − f₋ = R x_s r sinh Y/(sinh Y + r cosh Y) = R x_s r/(1 + r coth Y).

Differentiation with respect to w gives

f₊' − f₋' = R r²/(sinh Y + r cosh Y)².

For net growth, R > 0, this is positive, so the barrier damps every nonuniform mode; under net evaporation the sign is reversed. A barrier of opposite sense exchanges f₊ and f₋ and produces a linear bunching instability. For d = 50 nm the fastest damping or growth, at φ = π, has the rate 0.0082 1/s. Eigenvalues of a numerically differentiated 16-step train reproduce it; without a barrier their real parts vanish to rounding.

For symmetric steps, subtracting neighbouring velocities gives

dw_n/dt = g(w_(n+1)) − g(w_(n−1)).

Let H' = g. On a periodic train the rate of change of ΣH(w_n) is Σ[g_n g_(n+1) − g_n g_(n−1)] = 0. Since Σw_n is also fixed, so is

Σ[H(w_n) − H(l) − (w_n − l)g(l)].

H is convex because g' > 0, so this sum is zero for the uniform train and positive otherwise. For small deviations it is g'(l)/2 times the sum of their squares. A small total deviation therefore stays small, even in the nonlinear problem.

Individual terraces have more freedom. Put w = l + z and expand for slowly varying z, keeping the leading nonlinear and dispersive terms:

∂z/∂t = f' ∂z/∂n + (f'/6) ∂³z/∂n³ + f'' z ∂z/∂n.

The third derivative spreads the wave into its components. Compared with steepening its size is

f'φ²/(6a l|f''|), φ = 2π/N.

To see what it can form, seek an isolated pulse z(n + f't + Wt). Integrating twice, with z and its derivatives zero far away, gives

(dz/dn)² = (12/f') z² (W/2 + |f''|z/6).

The tails require W > 0, and the pulse turns at z = −3W/|f''|. Isolated pulses are thus groups of narrow terraces.

For a = 0.2 the ratio is 0.0053. At 0.6 t_b the step train follows the continuum within 0.8% of the mean density, and to about 0.2% if N is doubled. Later it departs: up to 2t_b the peak density reaches 1.72 times the mean, against 1.20 initially, and the largest difference between neighbouring terraces grows 12.5-fold. An overshoot in density is what the dense pulses above would produce, though their shape was not compared with the formula. The conserved sum drifts by only 6 × 10⁻⁸. The statement that density never exceeds its initial maximum belongs to the continuum and fails here. So does the loss at a shock: with no damping, the symmetric train cannot settle into a steady sharp jump, and the steep front breaks up into oscillations of the terrace width.

For a = 0.001 the ratio is 1.05. The continuum predicts breaking at 31,800 s, but the discrete train, followed for twice that time, steepens by a factor of only 1.19. At a fixed number of steps per wavelength, dispersion thus keeps a sufficiently weak wave from steepening strongly. The ratio falls as 1/N², so longer waves of the same amplitude are less protected.

**Beside a real growth run**

The parameters are rough values for hot molecular-beam step-flow growth with incomplete condensation; they describe no particular material. The short diffusion length is the critical choice. In growth where nearly every adatom is incorporated, x_s is much longer than the terrace, and the factor of 32 found above shows how strongly this weakens the effect.

Other corrections were sized at 1400 K with an atomic spacing α = 0.3 nm and D = 10⁹ nm²/s. An edge barrier E adds a hopping resistance equivalent to d = α[exp(E/kT) − 1]. For E = 0.02 eV, d = 0.054 nm, and the largest damping exponent accumulated by t_b is 3 × 10⁻⁶. This holds only for a small barrier: with the other values unchanged, the exponent is about 0.002 at 0.2 eV, 0.27 at 0.5 eV and 2.7 at 0.7 eV, so a large barrier cannot be neglected. These exponents are for the alternating mode φ = π; the 64-step fundamental is damped about 400 times less. The barrier also changes f(l), lengthening the breaking time to about 162 s at 0.5 eV and 210 s at 0.7 eV. Adatom lag behind the moving steps, estimated from fl/D = 1.5 × 10⁻⁵, contributes an exponent of at most order 10⁻³, with its sign left undetermined. The peak excess coverage is 2 × 10⁻⁶ monolayer.

Step repulsion was sized for alternating displacements ±z₀. With energy B/w² per step length, the restoring force per step is 24Bz₀/l⁴. Multiplied by α²/kT, it gives the relative shift of equilibrium coverage, opposite at the two edges of a terrace. The resulting antisymmetric diffusion profile feeds both sides of a step and restores it at the rate

2R_e x_s coth(l/2x_s) × 24Bα²/(l⁴kT).

For B = 0.05 eV nm and equilibrium evaporation R_e = 0.1 monolayer/s, the exponent by t_b is 2 × 10⁻⁶. Repulsion would matter more inside narrow bunches because of the factor l⁻⁴. Step meandering, islands, impurities and deposition noise are outside this estimate. So is a current through the sample, which can bias adatom motion and remove the front–rear balance.

**What to do about it**

A single image of crowded steps does not identify the mechanism. Prepare two initial modulations of the same wavelength but different amplitude and follow them in time. As long as a is small and dispersion is weak, kinematic steepening takes a time nearly proportional to 1/a. Meanwhile the fundamental falls as harmonics rise, by about a tenth up to breaking and further over the next few breaking times. Without damping the fall is not permanent: in the symmetric 64-step train the fundamental returns to about 70% of its initial amplitude near 34 t_b for a = 0.2, and to 97% near 15 t_b for a = 0.05. A late rise of the fundamental towards its initial value is therefore not evidence of instability. A linear instability makes the fundamental itself grow exponentially from small amplitude.

If steepening is the problem, reduce the initial modulation or move the terrace width well away from the range of 2 to 3 x_s. That range refers to steepening per unit time. Counted per grown layer at fixed physical wavelength, small-amplitude steepening is strongest near 3.2 x_s and still has 92% of its maximum strength at 4 x_s. A smaller net supply alone does not reduce the effect per grown layer: at fixed x_s, l, a and N, f varies as R and t_b as 1/R, so the number of layers grown before breaking, f t_b/l, is unchanged. If a small fundamental grows, these measures miss the cause, which may be an unequal response to the front and rear terraces. The numerical output below gives the remaining digits.

Calculated quantities

```
Net supply R: 0.5 monolayer/s
Diffusion length xs: 100 nm
Mean terrace width: 200 nm
Steps per wavelength: 64
Wavelength: 12.8 um
Relative density modulation a: 0.2
Mean step velocity f: 76.159 nm/s
Velocity slope f': 0.20999 1/s
Kinematic wave speed c: 34.162 nm/s
Flux curvature q'': -12794 nm^2/s
l|f''| at xs=100 nm: 0.31985 1/s
l|f''| at xs=1000 nm: 0.0098678 1/s
Breaking time, small-a formula: 159.23 s
Breaking time, first crossing: 147.89 s
Net supply until breaking: 73.943 monolayers
Breaking time for a=0.001: 31846 s
Harmonic test: modulation a: 0.005
Harmonic test: time/breaking time: 0.6
Harmonic 1, computed / Bessel: 0.9557 / 0.9557
Harmonic 2, computed / Bessel: 0.2656 / 0.2656
Harmonic 3, computed / Bessel: 0.1098 / 0.1098
Variance ratio at 0.6 breaking time, a=0.2: 1
Symmetric train: largest |Re s|: 2.1e-13 1/s
Strong barrier length: 50 nm
Strong barrier: fastest damping: 0.0082406 1/s
Reversed barrier: fastest growth: 0.0082406 1/s
Reversed barrier: growth from formula: 0.0082406 1/s
Step-continuum density error, 64 steps: 0.79 %
Step-continuum density error, 128 steps: 0.207 %
Initial peak density / mean: 1.1998
Peak density / mean up to 2 breaking times: 1.7172
Relative drift of conserved convex sum: 6e-08
Largest steepening factor, a=0.2: 12.54
Largest steepening factor, a=0.001: 1.188
Dispersion/steepening ratio, a=0.2: 0.00527
Dispersion/steepening ratio, a=0.001: 1.05
Shock terrace widths, behind / ahead: 285.71 / 153.85 nm
Step speeds, behind / ahead: 89.14 / 64.65 nm/s
Wave speeds, behind / ahead: 59.79 / 19.87 nm/s
Shock speed, formula / computed: 36.078 / 36.078 nm/s
Loss of integral rho^2/2, formula / computed: 2.9516e-05 / 2.9595e-05 1/(nm s)
Rough temperature: 1400 K
Rough edge barrier: 0.02 eV
Rough atomic spacing: 0.3 nm
Rough adatom diffusivity: 1e+09 nm^2/s
Rough equilibrium evaporation: 0.1 monolayer/s
Rough step repulsion coefficient: 0.05 eV nm
Small-barrier length: 0.0541 nm
Largest barrier damping exponent to breaking: 3.29e-06
Largest repulsion damping exponent to breaking: 2.17e-06
Peclet number v*l/D: 1.52e-05
Adatom-lag exponent, order of magnitude: 0.0009
Peak excess adatom coverage: 1.76e-06 monolayer
Fundamental dispersion phase at breaking: 0.0049 rad
```
